# Dopant flux and the steepest fall under surface segregation

## Two edges, one of them impossible

A dopant concentration is to fall from \(5\times10^{18}\) to \(10^{17}\ \mathrm{cm^{-3}}\) along a smooth sigmoid while a film grows at 0.1 nm/s. The dopant segregates, with a segregation length of 10 nm. If the width parameter of the sigmoid is 8 nm, the edge can be grown, and the dopant source must never deliver less than \(3.9\times10^{8}\) atoms per cm² and second. If the width is 6 nm, the source would at one depth have to deliver \(-2.3\times10^{9}\ \mathrm{cm^{-2}\,s^{-1}}\). No source does that. Why does a change of 2 nm turn a possible edge into an impossible one, and what is the best that can be grown instead?

## The surface reservoir

A segregating dopant floats on the growing surface and is buried only gradually. Let

- \(\theta\) be the number of floating dopant atoms per area,
- \(F\) the arriving dopant flux, all of which sticks,
- \(v\) the growth speed, and \(z=vt\) the thickness grown so far,
- \(C(z)\) the concentration buried at \(z\).

The model assumes linear incorporation: each floating atom is buried with the same probability per time \(k\), however many others there are. It also assumes that nothing desorbs, that buried atoms stay where they are, and, for now, that \(k\) and \(v\) are constant. The reservoir then obeys

\[
\frac{d\theta}{dt}=F-k\theta .
\]

In a time \(dt\) the film gains a thickness \(v\,dt\), which holds \(Cv\,dt\) dopants per area. These are the \(k\theta\,dt\) atoms that left the reservoir, so

\[
vC=k\theta,\qquad \theta=LC,\qquad L=\frac{v}{k}.
\]

The buried concentration is thus a direct record of the reservoir. Here \(k=0.1/10=0.01\ \mathrm{s^{-1}}\): a floating atom waits 100 s on average.

## The flux for a given profile

Solve the balance for \(F\), and use \(d/dt=v\,d/dz\), \(\theta=LC\) and \(k\theta=vC\):

\[
F=\frac{d\theta}{dt}+k\theta=v\left(C+L\frac{dC}{dz}\right).
\]

The first term supplies what is being buried. The second fills the reservoir when the profile rises and draws on it when the profile falls.

This equation fixes the flux during growth, but not the starting state. The reservoir must already hold \(\theta(0)=LC(0)\), deposited before growth begins. If it is empty, the actual profile differs from the target by a solution of \(D+L\,dD/dz=0\) with \(D(0)=-C(0)\), which is a deficit \(C(0)e^{-z/L}\). In the same way, an upward step \(\Delta C\) inside the film needs a finite dose \(L\,\Delta C\), delivered at that depth during a pause in growth, when burial stops as well.

## What a nonnegative flux permits

Multiply the profile by \(e^{z/L}\) and differentiate:

\[
\frac{d}{dz}\left(Ce^{z/L}\right)=e^{z/L}\left(\frac{dC}{dz}+\frac{C}{L}\right)=\frac{e^{z/L}}{vL}\,F .
\]

The factor in front of \(F\) is positive. Hence \(F\ge0\) throughout if and only if \(Ce^{z/L}\) never decreases, which means

\[
C(z_2)\ \ge\ C(z_1)\,e^{-(z_2-z_1)/L}\qquad\text{for all } z_2>z_1 .
\]

Upward steps are included, since they correspond to positive doses. A downward step would need a negative dose.

For a smooth profile the condition reads \(-d\ln C/dz\le 1/L\). It limits the relative rate of fall, not the absolute one: a fall of \(10^{17}\ \mathrm{cm^{-3}}\) per nm is allowed at \(C=5\times10^{18}\ \mathrm{cm^{-3}}\), where it is 2 % per nm, and forbidden at \(5\times10^{17}\ \mathrm{cm^{-3}}\), where it is 20 % per nm. The limit is reached with the shutter closed, when the reservoir simply drains.

## An abrupt drop

Suppose the target drops abruptly from \(C_1\) to \(C_b\). Closing the shutter at the drop gives \(C_1e^{-s/L}\) at a distance \(s\) beyond it. This reaches \(C_b\) at

\[
s_t=L\ln\frac{C_1}{C_b}=10\ \mathrm{nm}\times\ln 50=39.1\ \mathrm{nm},
\]

where the shutter reopens with \(F=vC_b=10^{9}\ \mathrm{cm^{-2}\,s^{-1}}\). The unwanted dose in the tail is

\[
\int_0^{s_t}\left(C_1e^{-s/L}-C_b\right)ds=L(C_1-C_b)-C_bs_t .
\]

With \(L=10^{-6}\) cm this is \(4.90\times10^{12}-0.39\times10^{12}=4.51\times10^{12}\ \mathrm{cm^{-2}}\). It is nearly the whole reservoir, because what floats when the shutter closes must still be buried.

## The narrowest sigmoid

Now take the smooth fall

\[
C=C_b+Ay,\qquad y=\frac{1}{1+e^{(z-z_0)/w}},\qquad A=C_1-C_b,
\]

with \(z_0=60\) nm. Since \(dy/dz=-y(1-y)/w\), the flux is

\[
\frac{F}{v}=C_b+Ay-\frac{L}{w}A\,y(1-y).
\]

Write \(r=w/L\) and \(b=C_b/A\), and multiply by \(r/A\):

\[
\frac{r}{A}\frac{F}{v}=y^2-(1-r)y+rb .
\]

If \(r\ge1\), no term on the right is negative and the edge can be grown. If \(r<1\), the parabola has its minimum at \(y=(1-r)/2\), where

\[
\frac{F_{\min}}{v}=C_b-A\,\frac{(1-r)^2}{4r}.
\]

For \(w=8\) nm, \(r=0.8\) and the minimum lies at \(y=0.1\), that is, at \(z=60+8\ln9=77.6\) nm. With \(A=4.9\times10^{18}\ \mathrm{cm^{-3}}\),

\[
\frac{F_{\min}}{v}=10^{17}-4.9\times10^{18}\times\frac{0.04}{3.2}=3.875\times10^{16}\ \mathrm{cm^{-3}} .
\]

Multiplication by \(v=10^{-8}\) cm/s gives the \(3.9\times10^{8}\ \mathrm{cm^{-2}\,s^{-1}}\) of the opening. For \(w=6\) nm, \(r=0.6\) and the minimum lies at \(y=0.2\), or 68.3 nm. There \(F_{\min}/v=10^{17}-3.267\times10^{17}=-2.267\times10^{17}\ \mathrm{cm^{-3}}\), which is the negative flux quoted there.

The border between the two cases follows from \(F_{\min}\ge0\), or \((1-r)^2\le4rb\). Expanded, this is \(r^2-(2+4b)r+1\le0\). The larger root exceeds 1, so for \(r<1\) the condition is that \(r\) is at least the smaller root:

\[
r\ \ge\ 1+2b-2\sqrt{b(1+b)}=\left(\sqrt{1+b}-\sqrt b\right)^2 .
\]

Insert \(b=C_b/A\) and \(1+b=C_1/A\), and factor \(A=(\sqrt{C_1}-\sqrt{C_b})(\sqrt{C_1}+\sqrt{C_b})\):

\[
w_{\min}=L\,\frac{\sqrt{C_1}-\sqrt{C_b}}{\sqrt{C_1}+\sqrt{C_b}} .
\]

For \(C_1/C_b=50\) this is \(10\times(7.071-1)/(7.071+1)=7.52\) nm, between the two widths tried. A numerical search for the width at which the steepest logarithmic slope equals \(1/L\) gives the same value.

Two limits show the role of the background. For \(C_b\to0\), \(w_{\min}\to L\), because the far tail is then a pure exponential of length \(w\). For a small step, \(C_1=C_b(1+\delta)\) with \(\delta\ll1\), \(w_{\min}\approx L\delta/4\): a weak modulation can be much sharper than \(L\), since its steepest relative slope is only about \(\delta/(4w)\).

## Reading the flux schedule

For \(w=8\) nm the schedule starts from a pre-deposited dose of \(5.0\times10^{12}\ \mathrm{cm^{-2}}\). The flux is \(5.0\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\) on the plateau. At the middle of the fall the concentration has halved, but the flux is down to \(1.0\times10^{10}\), a fifth of its plateau value; the reservoir supplies the rest. After its minimum at 77.6 nm the flux rises again, to \(1.0\times10^{9}\), although the concentration is still falling. Beyond the minimum the reservoir's contribution, \(-vL\,dC/dz\), shrinks faster than the burial rate \(vC\), so the source must supply more.

As a test, the reservoir balance was integrated in time with this flux and this initial dose. The buried profile agreed with the target to about one part in \(10^{11}\).

## The best substitute for a forbidden profile

Let \(T(z)\) be a forbidden target, and ask for an attainable profile that is nowhere below it. If \(C\) is attainable and \(C\ge T\), then for every \(s\le z\)

\[
C(z)\ge C(s)e^{-(z-s)/L}\ge T(s)e^{-(z-s)/L}.
\]

Hence \(C(z)\ge M(z)\), where

\[
M(z)=\max_{0\le s\le z}T(s)\,e^{-(z-s)/L}.
\]

The choice \(s=z\) shows that \(M\ge T\). Moreover, \(Me^{z/L}\) is the running maximum of \(Te^{z/L}\). It never decreases, so \(M\) is itself attainable. It is therefore the lowest attainable profile at every depth at once. If the profile may dip below the target, the fall can start earlier, but its steepness remains bounded as before.

For \(w=6\) nm the required flux vanishes where \(y^2-0.4y+0.01224=0\), that is, at \(y=0.3666\) and \(y=0.0334\). With \(z=z_0+w\ln[(1-y)/y]\) these lie at 63.3 and 80.2 nm. The shutter closes at the first depth, where \(C=1.90\times10^{18}\ \mathrm{cm^{-3}}\). It must not reopen at the second. There the required flux turns positive again, but the actual profile still lies above the target. The running maximum stays constant until \(Te^{z/L}\) has regained its earlier value, at 89.8 nm. The shutter is closed for 265 s.

Compare this with simply replacing each negative flux by zero, which reopens the source at 80.2 nm. Let \(D\) be the actual profile minus the target, and \(F_T\) the flux the target requires. While the shutter is closed,

\[
D+L\frac{dD}{dz}=-\frac{F_T}{v}.
\]

Integrate this from closing to the depth where \(D\) is again zero. The derivative term drops out, and the excess dose is the integral of \(-F_T/v\). For the best schedule the integral runs to 89.8 nm and includes a stretch of positive \(F_T\), which lowers it. For the clipped schedule the right side is zero beyond 80.2 nm, and \(D\) dies out slowly as \(e^{-z/L}\). The excess doses are \(1.75\times10^{11}\) and \(2.21\times10^{11}\ \mathrm{cm^{-2}}\). The difference is dopant that the clipped schedule supplies while the reservoir is still too full.

The largest ratio of actual to wanted concentration is the same in both cases, 1.33. With the shutter closed,

\[
\frac{d}{dz}\ln\frac{C}{T}=-\frac1L-\frac1T\frac{dT}{dz}=-\frac{F_T}{vLT},
\]

so the ratio grows until \(F_T\) changes sign at 80.2 nm, and up to that depth the two schedules are identical. Beyond it the ratio falls in both.

A numerical minimization of the total dopant on a 0.5 nm grid, subject to nonnegative flux and \(C\ge T\), reproduced \(M\) to within 0.07 %.

## When the segregation length changes

If temperature or growth speed changes during growth, \(\theta=LC\) still holds with the local \(L=v/k\), where \(k\) is the value for the current conditions. In general \(k\) depends on the growth speed too, so \(L\) need not be proportional to \(v\). Slower growth can even lengthen \(L\), because it gives dopants more time to return to the surface before they are covered. The derivative now acts on the product:

\[
F=v\left[C+\frac{d(LC)}{dz}\right],\qquad -\frac{d\ln C}{dz}\le\frac{1}{L}\left(1+\frac{dL}{dz}\right)\ \text{ for } F\ge0 .
\]

While \(L\) decreases, the limit is stricter than \(1/L\), since the reservoir is being pushed into the film. An abrupt change from \(L_1\) to a smaller \(L_2\) leaves \(\theta\) unchanged and makes \(C\) jump up by the factor \(L_1/L_2\). The tail that follows is shorter, but with the shutter closed it contains the same dose \(\theta\).

To size the extra term, let \(L=10-3/[1+e^{-(z-20)/10}]\), all in nm, so that \(L\) falls from 9.64 to 7.00 nm through the film, and keep the 8 nm target. A flux computed with the local \(L\) but without \(C\,dL/dz\) gives a profile wrong by up to 7 % of the local target.

Desorption at a rate \(k_d\) per floating atom adds \(k_d\theta=k_dLC\) to the required flux. The closed-shutter profile then falls at the relative rate \(1/L+k_d/v\). Desorption can therefore steepen an edge, because it removes dopant instead of burying it.

## Atomic layers

Real films grow in layers of spacing \(d\). Let a fraction \(R=e^{-d/L}\) of the floating pool pass on to the next layer. Layer \(n\) receives the dose \(f_n\), so its pool is \(P_n=RP_{n-1}+f_n\), and it buries \(C_nd=(1-R)P_n\). Elimination of the pools gives

\[
f_n=\frac{d\,(C_n-RC_{n-1})}{1-R}.
\]

Thus \(f_n\ge0\) means \(C_n\ge C_{n-1}e^{-d/L}\), the same bound as before. For \(d=0.136\) nm, the continuum schedule for \(w=8\) nm, with the flux taken at the middle of each layer, misses the target by at most 0.67 % in this layer model; half the spacing gives 0.34 %. This first-order error is a matter of bookkeeping within one layer. It drops to second order if each layer receives the flux computed for its lower face and the pool passed on to the first layer, \(RP_{n-1}\) in the recursion, is \(C(-d/2)\,dR/(1-R)\) instead of \(LC(0)\), with the target continued half a layer below the start.

## The numbers beside a real case

The parameters are round values in the rough regime of antimony doping during molecular-beam epitaxy of Si(001) near 650 K. They are not measurements. In that system \(L\) depends strongly on temperature, so 10 nm stands for one growth condition and not for the material. The profile is sensitive to errors in \(L\). If the true \(L\) is 11 nm while flux and initial dose are designed for 10 nm, the profile is wrong by up to about 23 % of the local target.

Three other neglected effects on the buried atoms are smaller here. The dopant fills 0.7 % of the surface sites, and an equilibrium exchange estimate of site saturation lowers \(\theta\) by a similar 0.7 %. With a rough desorption energy of 2.6 eV and an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), desorption is about \(10^{-5}\) of incorporation. Bulk diffusion, with a rough 3.6 eV and 1 cm²/s, spreads the profile by about \(10^{-5}\) nm.

A device responds to carriers, and \(C\) counts atoms. At 300 K the Debye length is 1.8 nm on the plateau but 13 nm in the background, longer than the width parameter of 8 nm, so electrons spill into the lightly doped side. For fully ionised donors and Boltzmann statistics, the electron density exceeds the donor density by up to 24 %, near 98 nm, provided that the doped background continues far beyond the edge. A free surface can undo this: with a depletion barrier of 0.5 V at 160 nm, measured from the neutral background, the electron density at 98 nm would be only about half the donor density. On the plateau, Boltzmann statistics overestimates the electron density at a given Fermi level by about 6 %. Full ionisation is less certain: isolated donors bound by 0.04 eV would be only a little over half ionised there, but at this density donor states overlap and that picture is unreliable. The limit \(1/L\) therefore applies to the chemical profile, and only while \(L\) is constant and desorption is negligible; a rising \(L\) or desorption relaxes it, as shown above. The carrier profile needs its own calculation. The remaining figures are in the numerical output below.

## Computed results

```
Segregation length L = 10.0 nm, speed v = 0.10 nm/s
Incorporation rate k = v/L = 0.010 1/s
Plateau 5.0e+18, background 1.0e+17 cm^-3
Fall centre 60 nm, film 160 nm
Pre-deposited dose = 4.997e+12 cm^-2
Allowed width w = 8.0 nm; z, C, flux:
      0 nm 4.997e+18 cm^-3 4.994e+10 cm^-2 s^-1
     40 nm 4.628e+18 cm^-3 4.199e+10 cm^-2 s^-1
     60 nm 2.550e+18 cm^-3 1.019e+10 cm^-2 s^-1
     75 nm 7.515e+17 cm^-3 4.541e+08 cm^-2 s^-1
     90 nm 2.126e+17 cm^-3 7.509e+08 cm^-2 s^-1
    120 nm 1.027e+17 cm^-3 9.932e+08 cm^-2 s^-1
    160 nm 1.000e+17 cm^-3 1.000e+09 cm^-2 s^-1
Lowest flux, w = 8 nm: 3.875e+08 cm^-2 s^-1 at 77.6 nm
Time integration vs target, worst: 1.4e-11 (relative)
Narrowest width: formula 7.5220, search 7.5220 nm
Abrupt drop: tail 39.12 nm, integrated 39.12 nm
Abrupt drop: excess dose 4.509e+12 cm^-2
Lowest flux, w = 6 nm: -2.267e+09 cm^-2 s^-1 at 68.3 nm
Shutter closes at 63.28 nm, C = 1.896e+18 cm^-3
Needed flux turns positive at 80.19 nm
Shutter reopens at 89.78 nm
Shutter closed for 265 s
Excess dose, best shutter: 1.753e+11 cm^-2
Excess dose, clipped flux: 2.209e+11 cm^-2
Largest C/target, best shutter: 1.326
Largest C/target, clipped flux: 1.326
Linear programme vs best profile: 0.067 %
L falling from 9.64 to 7.00 nm:
  error if dL/dz is ignored: 7.0 %
Layer spacing 0.1358 nm; layer error 0.67 %
Layer error at half spacing 0.34 %
Surface sites 6.78e+14 cm^-2, filled 0.74 %
Saturation lowers theta by 0.72 %
Growth temperature 650 K
Desorption inputs: 2.6 eV, 1e+13 1/s (rough)
Desorption / incorporation = 6.9e-06
Diffusion inputs: 3.6 eV, 1 cm2/s (rough)
Bulk diffusion spread = 6.3e-06 nm
True L 10 % larger: worst profile error 23.5 %
Carriers at 300 K: eps_r 11.7, mass 1.1 m_e (rough)
Debye length: plateau 1.83, background 12.93 nm
Largest electron/donor ratio 1.244 at 97.8 nm
  shift from mesh 0.50 to 0.25 nm: 2.1e-05
Degeneracy correction at plateau 6.1 %
Isolated donor, 0.04 eV: ionised 54 %
```
